\section*{Grid-sum error in the local Green function of a chain}

\section{Problem}

A chain has one orbital per site, lattice constant $a$ and nearest-neighbour hopping $t>0$. In Hartree atomic units, with $k$ the wave number times $a$, its band is $\varepsilon(k)=-2t\cos k$. For complex $z$ off the segment $[-2t,2t]$ the local Green function and its $N$-point approximation are
\begin{equation}
G(z)=\int_{-\pi}^{\pi}\frac{dk}{2\pi}\,\frac{1}{z-\varepsilon(k)},\qquad
G_N(z;\theta)=\frac1N\sum_{j=0}^{N-1}\frac{1}{z-\varepsilon(k_j)},\qquad k_j=\frac{2\pi j+\theta}{N}.
\end{equation}
The grid with $\theta=0$ contains $k=0$, and $G_N$ written without $\theta$ refers to it. The density of states per site at broadening $\eta$ is $\rho=-\operatorname{Im}G(E+i\eta)/\pi$.

(a) Estimate by scaling how $N$ must grow as $\eta\to0^+$ for $z=E+i\eta$, inside the band and at its edge. (b) Find $G_N/G$ exactly. (c) Find the $N$ at which the relative error $|G_N/G-1|$ falls below a tolerance $\delta$. (d) Compare for $t=0.05$ Ha, $a=5$ bohr, $E=-0.06$ Ha, $\eta=0.001$ Ha (27.2 meV), $\delta=10^{-6}$.

\section{First estimate}

For $|E|<2t$ define $k_0\in(0,\pi)$ by $\varepsilon(k_0)=E$, and
\begin{equation}
u=\varepsilon'(k_0)=2t\sin k_0=\sqrt{4t^2-E^2},\qquad v=ua,
\end{equation}
where $v$ is the group velocity. Near $k_0$ the integrand is $1/[i\eta-u(k-k_0)]$, a peak of half-width $\eta/u$. The grid spacing is $2\pi/N$, so the controlling number is $N\eta/u$, and the sum cannot be trusted before $N$ passes $u/\eta=v/(a\eta)$.

A picture in time suggests the form of the error. On a ring of $N$ sites the condition $\psi_{n+N}=\psi_n$ selects the plane waves $k_j$ with $\theta=0$, each with weight $1/N$ on a site, so $G_N$ is the diagonal resolvent of the ring. Because $-i\int_0^\infty e^{i(z-\varepsilon)\tau}d\tau=1/(z-\varepsilon)$ for $\eta>0$, the resolvent is the return amplitude integrated over time with the weight $e^{-\eta\tau}$. The return amplitudes of ring and chain begin to differ when the fastest waves, of speed $2ta$, have gone round. The faster waves that arrive first oscillate against $e^{iE\tau}$; they add oscillating terms to the running time integral, which can be large but cancel later. The net value comes from the part oscillating at energy $E$, and, provided $\eta$ is small against the distance from $E$ to the nearer band edge, it builds up mainly when a wave of that energy has gone round, at $\tau\approx Na/v$. When $\eta$ is comparable with that distance, this arrival time loses its meaning. The guess is
\begin{equation}
|G_N/G-1|\sim C\,e^{-N\eta/u},\label{guess}
\end{equation}
with $C$ of order one and undetermined. At the lower edge $u=0$ and $\varepsilon+2t\approx tk^2$; the peak width follows from $tk^2\sim\eta$, so that $N\sim\sqrt{t/\eta}$.

For the data of (d), $\cos k_0=0.06/0.1=0.6$, $\sin k_0=0.8$, $u=0.08$ Ha, $v=0.4$ a.u. ($8.75\times10^5$ m/s), and the scale is $u/\eta=80$ points.

\section{Exact solution}

\subsection{The infinite chain}

With $w=e^{ik}$, $2\cos k=w+1/w$ gives
\begin{equation}
z-\varepsilon=z+t(w+1/w)=\frac{tw^2+zw+t}{w}.
\end{equation}
The roots of the quadratic have product 1. A root with $|w|=1$ would make $z=-2t\cos k$ a point of the segment, which is excluded, so one root $\lambda$ lies strictly inside the unit circle and $1/\lambda$ outside. The roots are $(-z\pm s)/2t$ with $s^2=z^2-4t^2$. Take $s=\sqrt{z-2t}\,\sqrt{z+2t}$ with principal roots. Across the real axis at $z<-2t$ both factors change sign, so $s$ is continuous everywhere off the segment, and $s\approx z$ for large $|z|$. Then $(s-z)/2t=-2t/(s+z)$ tends to zero at infinity. Its modulus is continuous and never equals 1 on the connected domain, so it stays below 1:
\begin{equation}
\lambda=\frac{s-z}{2t},\qquad \lambda+\frac1\lambda=-\frac zt,\qquad \lambda-\frac1\lambda=\frac st .\label{lam}
\end{equation}
With $dk=dw/(iw)$, the only pole inside the circle is $w=\lambda$:
\begin{equation}
G=\oint\frac{dw}{2\pi i}\,\frac{1}{t(w-\lambda)(w-1/\lambda)}=\frac{1}{t(\lambda-1/\lambda)}=\frac1s .\label{G}
\end{equation}
The sign agrees with $G\approx1/z$ at large $|z|$.

\subsection{Fourier series of the integrand}

For $|x|<1$ and real $\phi$, two geometric series give
\begin{align}
\sum_{n=-\infty}^{\infty}x^{|n|}e^{-in\phi}
&=\frac{1}{1-xe^{-i\phi}}+\frac{xe^{i\phi}}{1-xe^{i\phi}}\nonumber\\
&=\frac{1-xe^{i\phi}+xe^{i\phi}-x^2}{(1-xe^{-i\phi})(1-xe^{i\phi})}
=\frac{1-x^2}{1-2x\cos\phi+x^2}.\label{kernel}
\end{align}
From \eqref{lam}, $z+2t\cos k=-(t/\lambda)(1-2\lambda\cos k+\lambda^2)$, and from \eqref{G}, $G(1-\lambda^2)=\lambda(1-\lambda^2)/[t(\lambda^2-1)]=-\lambda/t$. Therefore
\begin{equation}
\frac{1}{z-\varepsilon(k)}=\frac{G\,(1-\lambda^2)}{1-2\lambda\cos k+\lambda^2}=G\sum_n\lambda^{|n|}e^{-ink}.\label{series}
\end{equation}
The coefficient $G\lambda^{|n|}$ is the Green function between sites $n$ apart. The series converges absolutely, so it may be averaged over the grid term by term.

\subsection{The grid average}

The average of one harmonic is a finite geometric sum with ratio $\omega=e^{-2\pi in/N}$:
\begin{equation}
\frac1N\sum_{j=0}^{N-1}e^{-ink_j}=\frac{e^{-in\theta/N}}{N}\sum_{j=0}^{N-1}\omega^{\,j}.
\end{equation}
If $n$ is not a multiple of $N$, then $\omega\neq1$, $\omega^N=1$, and the sum $(1-\omega^N)/(1-\omega)$ vanishes. If $n=mN$, every term is 1 and the average is $e^{-im\theta}$. Using \eqref{kernel} with $x=\lambda^N$,
\begin{equation}
\frac{G_N(z;\theta)}{G}=\sum_m\lambda^{|m|N}e^{-im\theta}=\frac{1-\lambda^{2N}}{1-2\lambda^N\cos\theta+\lambda^{2N}} .\label{general}
\end{equation}
The term $m$ is the amplitude for winding $m$ times round the ring. At $\theta=0$ the denominator is $(1-\lambda^N)^2$ and the numerator is $(1-\lambda^N)(1+\lambda^N)$, which answers (b) for every $N\ge1$:
\begin{equation}
G_N=G\,\frac{1+\lambda^N}{1-\lambda^N},\qquad \frac{G_N}{G}-1=\frac{2\lambda^N}{1-\lambda^N}.\label{main}
\end{equation}
The factor 2 comes from $m=\pm1$, the two senses of winding.

Equation \eqref{main} belongs to $\theta=0$. At $\theta=\pi$ the denominator is $(1+\lambda^N)^2$ and the factor is inverted. At $\theta=\pi/2$ the factor is $(1-\lambda^{2N})/(1+\lambda^{2N})$, and the relative error is $-2\lambda^{2N}/(1+\lambda^{2N})$; the windings $m=\pm1$ cancel, because their amplitudes are equal, as $\varepsilon(-k)=\varepsilon(k)$ guarantees. Reversing the sign of the hopping sends $w\to-w$ in the quadratic, so $\lambda\to-\lambda$ with $G$ unchanged, which matters for odd $N$ only. With longer-range hopping the polynomial has several roots inside the circle, and a single $\lambda$ no longer suffices.

\subsection{Error bounds}

Write $|\lambda|=e^{-\kappa}$ and $r=e^{-N\kappa}$. Since $1-r\le|1-\lambda^N|\le1+r$,
\begin{equation}
\frac{2r}{1+r}\le\left|\frac{G_N}{G}-1\right|\le\frac{2r}{1-r}.\label{bounds}
\end{equation}
The upper bound is at most $\delta$ when $r\le\delta/(2+\delta)$, and the lower bound exceeds $\delta$ when $r>\delta/(2-\delta)$. The tolerance is thus met for all $N\ge\kappa^{-1}\ln[(2+\delta)/\delta]$ and for no $N<\kappa^{-1}\ln[(2-\delta)/\delta]$. For small $\delta$ the logarithms are $\ln(2/\delta)\pm\delta/2$, the thresholds differ by about $\delta/\kappa$, and the answer to (c) is
\begin{equation}
N_\delta\approx\frac{1}{\kappa}\ln\frac2\delta .\label{Ndelta}
\end{equation}

\subsection{The decay rate}

Put $\lambda=e^{iq}$, $q=q_0+i\kappa$, $\kappa>0$. Equation \eqref{lam} reads $z=-2t\cos q$, so $z+2t=4t\sin^2(q/2)$ and $z-2t=-4t\cos^2(q/2)$. For real $x,y$ one has $|\sin(x+iy)|^2=\sin^2x+\sinh^2y$ and $|\cos(x+iy)|^2=\cos^2x+\sinh^2y$, whose sum is $1+2\sinh^2y=\cosh2y$. With $y=\kappa/2$,
\begin{equation}
\cosh\kappa=\frac{|z-2t|+|z+2t|}{4t}.\label{kappa}
\end{equation}
Curves of equal convergence rate are ellipses with foci at the band edges. An energy contour kept outside such an ellipse converges at least at that rate at each of its points.

For small $\eta$ inside the band, the imaginary part of $z=-2t\cos q$ is $\eta=2t\sin q_0\sinh\kappa$. Hence $\sin q_0>0$ for $\eta>0$, and $q\to k_0$ as $\eta\to0^+$. From $dz/dq=2t\sin q$,
\begin{align}
q'&=(4t^2-z^2)^{-1/2},\qquad q''=z\,(4t^2-z^2)^{-3/2},\nonumber\\
q'''&=(4t^2-z^2)^{-3/2}+3z^2(4t^2-z^2)^{-5/2}=\frac{4t^2+2z^2}{(4t^2-z^2)^{5/2}} .
\end{align}
All derivatives are real at $z=E$, so in the Taylor series in $i\eta$ only odd orders feed $\kappa$, and $(i\eta)^3=-i\eta^3$ gives
\begin{equation}
\kappa=\frac{\eta}{u}-\frac{\eta^3(4t^2+2E^2)}{6u^5}+O(\eta^5).\label{expand}
\end{equation}
The series converges for $\eta<d=2t-|E|$, the distance to the nearer branch point. The cubic term relative to the first is $\eta^2(4t^2+2E^2)/6u^4$. Near an edge $u^2\approx4td$ and $E^2\approx4t^2$ turn this into $\eta^2/8d^2$, so $\kappa\approx a\eta/v$ requires $\eta\ll d$. Replacing $e^{-N\kappa}$ by $e^{-N\eta/u}$ also requires $N$ times the cubic term to be small against 1.

Three limits follow. At $E=0$, \eqref{kappa} gives $\cosh^2\kappa=1+\eta^2/4t^2$, that is $\sinh\kappa=\eta/2t$ exactly. At $E=-2t$, $1-\cos q=i\eta/2t$, so to leading order $q^2=i\eta/t$, $q=\sqrt{\eta/t}\,e^{i\pi/4}$ and $\kappa=\sqrt{\eta/2t}$. For $|E|>2t$ and $\eta\to0$, $\cosh\kappa=|E|/2t$, and no broadening is needed.

\section{Comparison}

The exact result confirms the exponent of \eqref{guess} to leading order in $\eta/d$, fixes $C=2$ for $r\ll1$, and confirms $N\propto\eta^{-1/2}$ at the edge. Setting \eqref{guess} equal to $\delta$ gives $N=(u/\eta)\ln(C/\delta)$, which has the form of \eqref{Ndelta}; the estimate leaves $C$ undetermined and misses the phase of $\lambda^N$.

\subsection{The point $E=-0.06$ Ha}

Equations \eqref{lam} and \eqref{G} give $\lambda=0.592501+0.790098\,i$, $|\lambda|=0.987579$, $G=-0.117134-12.497377\,i$ Ha$^{-1}$ and $\rho=3.9780$ Ha$^{-1}$ ($0.1462$ eV$^{-1}$). The cubic term of \eqref{expand} is
\begin{equation}
\frac{10^{-9}\,(0.0100+0.0072)}{6\,(0.08)^5}=8.748\times10^{-7},
\end{equation}
so $\kappa=0.0125-0.00000087=0.01249913$, the value of \eqref{kappa} to these digits.

The table lists $\rho_N=-\operatorname{Im}G_N/\pi$ in Ha$^{-1}$ from direct summation, the error $|G_N/G-1|$ and the bounds \eqref{bounds}. The reference $G$ for the errors is the $k$ integral by 20-point Gauss--Legendre quadrature on 2000 equal panels of $[0,\pi]$.
\begin{center}
\begin{tabular}{rrlll}
$N$ & $\rho_N$ & error & lower & upper\\
20 & 12.938 & 4.50 & 0.876 & 7.04\\
80 & 3.899 & 0.786 & 0.538 & 1.164\\
81 & 7.936 & 1.103 & 0.533 & 1.141\\
160 & 3.191 & 0.245 & 0.238 & 0.313\\
400 & 4.031 & 0.01357 & 0.01339 & 0.01357\\
800 & 3.978 & $9.087\times10^{-5}$ & $9.086\times10^{-5}$ & $9.087\times10^{-5}$
\end{tabular}
\end{center}
At the scale $N=80$, $\lambda^{80}=0.129905-0.344208\,i$, and
\begin{equation}
F=\frac{1.129905-0.344208\,i}{0.870095+0.344208\,i}=0.987553-0.786272\,i,
\end{equation}
so $GF=-9.9420-12.2497\,i$ Ha$^{-1}$, the value of the direct sum. The error is $|F-1|=0.786$: at $N=v/(a\eta)$ the sum has not converged.

Yet $\rho_{80}=3.899$ is within about 2\% of $\rho$, while $\rho_{81}$ is twice $\rho$. Here $G$ is almost purely imaginary, so $\rho_N/\rho\approx\operatorname{Re}F$, and multiplying numerator and denominator of $F$ by $1-\overline{\lambda^N}$ gives
\begin{equation}
\operatorname{Re}F=\frac{1-r^2}{1-2\operatorname{Re}\lambda^N+r^2}.
\end{equation}
This equals 1 when $\operatorname{Re}\lambda^N=r^2$. At $N=80$, $\operatorname{Re}\lambda^N=0.130$ and $r^2=0.1299^2+0.3442^2=0.135$ nearly coincide, and $\operatorname{Re}F=0.9876$. The exact ratio $\rho_N/\rho=\operatorname{Re}F+\operatorname{Im}F\,\operatorname{Re}G/\operatorname{Im}G$ adds $-0.0074$ and gives $0.980$. The error then sits in $\operatorname{Re}G_N$, which is $-9.94$ instead of $-0.117$ Ha$^{-1}$. A good density of states at a single $N$ is therefore no evidence of convergence.

A least-squares line through the logarithm of the error for $N=400$ to $1200$ has slope $-0.012499$ and prefactor $2.000$. For $\delta=10^{-6}$, $\ln(2/\delta)=14.50866$, the small-$\eta$ form gives $80\times14.50866=1160.7$, and \eqref{Ndelta} gives $14.50866/0.01249913=1160.8$. Direct summation for successive $N$ shows that the error stays below $\delta$ from $N=1161$, where it is $9.97\times10^{-7}$. The corresponding ring is 5805 bohr (307 nm) long. On the grid $\theta=\pi/2$ the count is 581, half as many, as the doubled exponent requires. This is the saving that the symmetry $k\to-k$ offers anyway. The grid $\theta=0$ with $N=1161$ contains only 581 distinct energies, while the grid $\theta=\pi/2$ and its mirror image together form the grid $\theta=\pi$ with $2N$ points.

In energy terms, neighbouring levels moving in one direction are $\Delta E\approx2\pi u/N$ apart, so $N\eta/u=2\pi\eta/\Delta E$ and the tolerance demands $\eta/\Delta E\approx\ln(2/\delta)/2\pi=2.309$. At $N=1161$ the two such levels enclosing $E$ are $4.33\times10^{-4}$ Ha apart, which gives $\eta/\Delta E=2.31$.

\subsection{Across the band}

The next table gives $\kappa$ from \eqref{kappa}, the $N_\delta$ from which direct sums stay within $\delta=10^{-6}$, and the small-$\eta$ form $(u/\eta)\ln(2/\delta)$. Energies are in Ha.
\begin{center}
\begin{tabular}{rrrrr}
$E$ & $\eta$ & $\kappa$ & $N_\delta$ & small $\eta$\\
0 & 0.001 & 0.010000 & 1451 & 1450.9\\
$-0.06$ & 0.001 & 0.012499 & 1161 & 1160.7\\
$-0.06$ & 0.0005 & 0.006250 & 2322 & 2321.4\\
$-0.09$ & 0.001 & 0.022914 & 634 & 632.4\\
$-0.099$ & 0.001 & 0.064543 & 225 & 204.7\\
$-0.1$ & 0.001 & 0.100083 & 145 & \\
$-0.1$ & 0.00025 & 0.050010 & 291 & \\
$-0.12$ & 0.001 & 0.622568 & 24 &
\end{tabular}
\end{center}
In every row both thresholds from \eqref{bounds} round up to the integer listed. At $E=-0.06$ Ha, where $\eta\ll d$, halving $\eta$ doubles $N_\delta$. Among the rows with $\eta=0.001$ Ha the band centre, where $v$ is largest, is the most expensive. At $E=-0.099$ Ha, $d=\eta$ and the series \eqref{expand} is at its radius of convergence: the small-$\eta$ form is 9\% below the true 225, while $14.50866/0.064543=224.8$. At the edge that form would give $N=0$; there $\sqrt{\eta/2t}=0.100$, and $\eta$ must fall by four to double $N_\delta$. Outside the band $\operatorname{arcosh}(0.12/0.1)=0.622363$ is the $\eta\to0$ limit of $\kappa$.

\subsection{Order of limits}

Equation \eqref{G} with $\lambda=e^{iq}$ reads $G=1/(2it\sin q)$, which tends to $-i/u$ as $\eta\to0^+$ inside the band. At fixed $N$, with $Nk_0$ not a multiple of $2\pi$ so that $E$ is not a level of the ring,
\begin{equation}
\frac{1+e^{iNk_0}}{1-e^{iNk_0}}=\frac{2\cos(Nk_0/2)}{-2i\sin(Nk_0/2)}=i\cot\frac{Nk_0}{2},\qquad G_N\to\frac1u\cot\frac{Nk_0}{2}.
\end{equation}
This limit is real and oscillates with $N$, whereas $G\to-12.5\,i$ Ha$^{-1}$ for the present data. For $N=80$ and $k_0=0.927295$ the formula gives $-17.988$ Ha$^{-1}$, and the direct sum at $\eta=10^{-9}$ Ha is $-17.988-1.9\times10^{-5}i$ Ha$^{-1}$. A finite grid has a discrete spectrum with no weight between its levels, so $N\to\infty$ must be taken before $\eta\to0$, or the two together with $N\eta/u\to\infty$.

All numerical values are calculated from the stated model.
